Gaussian Spread of Diffusing Electrons Under Continuous Energy Loss

**1. What symmetry and units fix**

An electron starts at the origin with energy E0, in a random direction, in an infinite, uniform, isotropic medium without fields. It diffuses with diffusivity D(E), in nm²/fs, and loses energy continuously at the rate R(E) = −dE/dt > 0, in eV/fs. Where is it when its energy has fallen to E?

No direction is preferred, so the density depends on the distance r alone and the mean displacement is zero. While the energy falls by dE, a time dE/R passes. In diffusion, successive displacements are independent, so their variances add, and each slice of energy contributes in proportion to D dE/R, which is an area. The variance along one axis must therefore be

σ²(E) = c ∫_E^E0 D(E′)/R(E′) dE′,

with a pure number c. The number and the shape of the density remain to be found.

**2. Simplest case: constant D and R**

Let ρ(r,t) be the normalized density, with ∂ρ/∂t = D∇²ρ. Multiply by z² and integrate over space. Two integrations by parts move the Laplacian onto z², and the surface terms vanish because ρ falls off rapidly:

d⟨z²⟩/dt = D ∫ ρ ∇²z² d³r = 2D.

Hence ⟨z²⟩ = 2Dt. Since t = (E0 − E)/R,

σ² = 2D(E0 − E)/R.

This fixes c = 2. By isotropy, ⟨r²⟩ = 3σ².

**3. Energy-dependent motion, with capture**

Let f(r,Ω,E) be the steady density per unit energy and solid angle, for a source of one electron per unit time. Ω is the direction of motion, v(E) the speed, λ(E) the mean free path between collisions that randomize direction, and k(E) the capture rate. Below E0,

vΩ·∇f = (v/λ)(n/4π − f) + ∂(Rf)/∂E − kf,  n = ∫f dΩ.

The energy term is positive because an energy interval gains the flow Rf through its upper edge and loses it through its lower edge.

Capture can be removed before any approximation. Define the survival probability

P(E) = exp[−∫_E^E0 k/R dE′],  so that dP/dE = kP/R,

and write f = PF. The product rule gives

∂(RPF)/∂E = P ∂(RF)/∂E + kPF.

The last term cancels −kf, and division by P leaves an equation for F without capture. Capture that depends on energy alone thus reduces the number of electrons reaching E but leaves their spatial distribution unchanged. This relies on continuous loss, which gives every electron at energy E the same path length. When energy leaves in quanta, as in Section 7, the path varies and capture removes the long paths preferentially; there a capture length of 50 nm lowers the variance of the survivors from 7.94 to 7.65 nm².

Now let N = ∫F dΩ and J = ∫vΩF dΩ. Integration over all directions removes the collision term, since collisions conserve electrons:

∇·J = ∂(RN)/∂E.

Multiplication by Ω before integration gives

v∇·∫ΩΩF dΩ = −J/λ + ∂(RJ/v)/∂E.

After many collisions F is nearly isotropic. The average of ΩΩ over directions is one third of the unit tensor, so the left side becomes v∇N/3. The last term is smaller than J/λ by roughly λ(R/v)/E, the fraction of the energy lost per mean free path, provided J changes slowly with energy. Dropping it gives

J = −D∇N,  D = vλ/3.

If scattering is not isotropic, λ stands for the transport mean free path, over which the memory of direction decays. The approximation is poor over the first several mean free paths, where the electron's initial direction still matters and J changes quickly with energy; Section 5 measures the resulting error in the variance. It also fails in the far tail, because the Gaussian extends beyond the path length, a distance no electron can exceed.

Insert J into the balance and set q = RN:

−∂q/∂E = (D/R)∇²q.

At E0, integrating the balance across the source energy gives q = δ(r): nothing flows in from above E0, and the flow just below it equals the source. Define the age

τ(E) = ∫_E^E0 D/R dE′,  dτ = −(D/R)dE.

Then

∂q/∂τ = ∇²q,  q(r,0) = δ(r).

For the Fourier transform with wave vector K this reads dq̂/dτ = −K²q̂ with q̂(0) = 1, so q̂ = exp(−K²τ). The inverse transform is a product of three integrals, one for each axis. For x, complete the square:

iKx − K²τ = −τ(K − ix/2τ)² − x²/4τ.

The Gaussian integral over K equals √(π/τ), and the factor 1/2π of the inverse transform turns it into

exp(−x²/4τ)/√(4πτ).

This has variance 2τ. The product of the three factors is

q(r,E) = (2πσ²)^(−3/2) exp(−r²/2σ²),

**σ²(E) = 2 ∫_E^E0 D(E′)/R(E′) dE′.**

With capture, the number of electrons passing E per unit time and volume is Pq. For constant D and R the result of Section 2 returns.

**4. A slow electron in a resist**

Let S = R/v be the energy loss per unit path. The speed cancels:

D/R = (vλ/3)/(vS) = λ/(3S),  σ² = (2/3)∫_E^E0 λ/S dE′.

Take λ = λ1(E/E1)^p and S = S1(E/E1)^(−s). With a = 1 + p + s ≠ 0, integrating the power p + s gives

σ² = [2λ1E1/(3S1a)] [(E0/E1)^a − (E/E1)^a].

The example is a secondary electron in a polymer resist for extreme-ultraviolet lithography. It starts at 4 eV, taken to lie below the threshold for electronic excitation, and is captured at 1 eV. The rough model values are λ1 = 0.5 nm and S1 = 0.2 eV/nm at E1 = 1 eV, with p = s = 0.25. Then a = 1.5, and

σ² = [2 × 0.5 × 1/(3 × 0.2 × 1.5)] × (4^1.5 − 1) = 1.111 × 7 = 7.78 nm²,

σ = 2.79 nm.

The profile along one axis has a full width at half maximum of 6.57 nm, and the root-mean-square radius is 4.83 nm. The path is much longer:

L = ∫dE/S = (4^1.25 − 1)/(0.2 × 1.25) = 18.6 nm.

With the free-electron mass, slowing takes 20.6 fs. The mass affects this time but not σ, once λ and S are given. The ratio λ/S falls from 0.7071/0.1414 = 5.0 nm²/eV at 4 eV to 2.5 nm²/eV at 1 eV, so an electronvolt lost early contributes more spread than one lost late.

The solution was tested against a radial finite-volume calculation of the diffusive balance for the density, with a capture mean free path of 50 nm included. It gave an axial variance of 7.78 nm² for the survivors. Its profile differed from the Gaussian by at most 0.1% of the central density.

**5. Limit of few collisions**

The energy lost per mean free path is λS = 0.1 eV, which is 2.5% of the energy at 4 eV and 10% at 1 eV. The effect of the remembered direction can be found without assuming diffusion. Follow the path length s′ and let g = ⟨r·Ω⟩. Since dr/ds′ = Ω,

d⟨r²⟩/ds′ = 2g.

Between collisions r·Ω grows at unit rate, because Ω·Ω = 1. Collisions occur at the rate 1/λ per unit path and reset its average to zero. Therefore

dg/ds′ = 1 − g/λ,  d⟨z²⟩/ds′ = 2g/3.

For constant λ, g = λ(1 − e^(−s′/λ)), and integration gives

⟨z²⟩ = (2/3)[λs′ − λ²(1 − e^(−s′/λ))].

For s′ ≪ λ, expanding the exponential to second order gives s′²/3, the value for straight flight in a random direction. For s′ ≫ λ it becomes (2/3)λ(s′ − λ), which approaches the diffusive result.

For varying λ, write g = λ − λ dg/ds′ and integrate over the path:

⟨z²⟩ = σ² − (2/3)∫λ dg.

At first g rises from zero to about λ(E0) while λ hardly changes, contributing λ(E0)² to the integral. Afterwards g follows λ downward and contributes −[λ(E0)² − λ(E)²]/2. The sum is

[λ(E0)² + λ(E)²]/2 = (0.50 + 0.25)/2 = 0.375 nm².

The variance is therefore lowered by about 0.25 nm², to 7.53 nm². Numerical integration of the moment equations gives 7.525 nm², which is 3.25% below the diffusive value. With every mean free path reduced tenfold and S held fixed, the deficit is 0.32%, as expected for a correction proportional to λ/L. A simulation of 40,000 continuously slowed flights gave 7.5 nm².

**6. When electrons are captured at many energies**

The Gaussian describes electrons at one energy. Suppose capture has a constant mean free path of 50 nm, and every electron that reaches 1 eV is captured there. The fraction reaching 1 eV is

P = exp(−18.63/50) = 0.689.

The rest are captured earlier, with probability (kP/R)dE = dP in each energy interval. Write Ef for the final energy. The variance of all captured electrons is

⟨z²⟩ = P(Ef)σ²(Ef) + ∫_Ef^E0 σ² (dP/dE) dE.

Integrate by parts, using σ²(E0) = 0 and dσ²/dE = −2D/R. The boundary term −P(Ef)σ²(Ef) cancels the first term, leaving

⟨z²⟩ = ∫_Ef^E0 (2D/R)P dE.

Each slice of spread is weighted by the fraction still alive to experience it. Here the result is 6.56 nm², compared with 7.78 nm² for the survivors. Both are diffusive values; weighting the flight result d⟨z²⟩/ds′ = 2g/3 of Section 5 by P gives 6.29 nm², compared with 7.525 nm². As the capture length tends to infinity, P tends to one and the two agree.

The shape changes as well. A Gaussian has ⟨z⁴⟩ = 3σ⁴, so for the mixture

⟨z⁴⟩/⟨z²⟩² − 3 = 3(⟨σ⁴⟩ − ⟨σ²⟩²)/⟨σ²⟩².

The bracket is the variance of σ² among captured electrons, so this excess kurtosis is positive whenever σ² varies. In the example it is 0.342 for this mixture of Gaussians; for actual flights, which are not Gaussian when captured early, it is slightly smaller, about 0.32. A single Gaussian fitted to the total captured distribution would miss this.

**7. When energy is lost in quanta**

Now let energy leave in vibrational quanta w = 0.2 eV. Each collision gives a new random direction, and a fraction b = λS/w of collisions also removes one quantum. The mean loss per unit path is bw/λ = S, as before. In the example b = 0.1/0.2 = 0.5 at every energy, because the powers of λ and S cancel.

Free flights have exponentially distributed lengths with mean square 2λ², so one flight has axial variance 2λ²/3. An electron makes on average 1/b = w/(λS) flights on each energy level. Since the flight directions are independent,

⟨z²⟩ = Σ [w/(λS)](2λ²/3) = (2/3)Σ wλ/S,

summed over the 15 levels from 4.0 down to 1.2 eV. This is the integral of Section 4 replaced by a sum in which each interval takes the value at its upper energy. Since λ/S grows with energy, the sum is too large, by about

(2/3)(w/2)(5.0 − 2.5) = 0.17 nm².

The sum is 7.94 nm², 2.1% above the diffusive value of 7.78 nm² and 5.6% above the 7.525 nm² found for continuously slowed flights in Section 5. As w → 0 at fixed S, it would become the integral, but b cannot exceed one, so λ must shrink too for this collision model to remain valid.

The tails change more. One flight has ⟨z⁴⟩ = 24λ⁴/5, so its fourth cumulant is

(24/5)λ⁴ − 3(2λ²/3)² = (52/15)λ⁴.

The number of flights on a level is geometric, with mean M = 1/b = 2 and variance V = (1 − b)/b² = 2. To combine them, let one flight have variance u and fourth cumulant h. Its cumulant generating function is y = ut²/2 + ht⁴/24 + …, and that of the random sum is My + Vy²/2 + …. The coefficient of t⁴/24 is

Mh + 3Vu² = 2(52/15)λ⁴ + 6(4/9)λ⁴ = 9.6λ⁴.

Here λ⁴ = 0.0625 nm⁴ × E/(1 eV), and the level energies sum to 15 × 2.6 = 39 eV. The total is 9.6 × 0.0625 × 39 = 23.4 nm⁴, and the excess kurtosis is 23.4/7.943² = 0.371. A simulation of 60,000 electrons gave 0.4 and a variance of 7.9 nm². In that sample 4.27% of electrons, with a sampling error of about 0.1 percentage point, ended beyond three times their own axial standard deviation from the source, against 2.93% for a Gaussian. The continuous model gives the width well here but underestimates the distant electrons.

**8. Setting the model beside a real resist**

The width found here is not a prediction of the total electron blur in a resist, because the example covers only the part of the electron's history between 4 eV and capture at 1 eV. An extreme-ultraviolet photon carries roughly 92 eV, and a photoelectron of tens of electronvolts can lose a large part of its energy in one ionization. Continuous loss is then a poor description, and the spread from that stage is not included. The chosen λ, S and capture length are rough and depend on the polymer and on the loading of acid generator. Since σ² is proportional to λ1/S1 with the other parameters fixed, doubling that ratio raises the diffusive σ at the final energy by a factor √2. The rule is only approximate for actual flights, and it does not carry over to the mixture of Section 6, where halving S1 lengthens the path, increases early capture and raises σ by about 1.3.

The assumption of no fields also fails, because the electron leaves a positive ion behind. This was simulated with the potential energy −A/√(r² + d²), where A = e²/(4πε0ε), relative permittivity ε = 3 and d = 0.5 nm. Its depth is 0.96 eV. Capture again occurred at a kinetic energy of 1 eV, and 15,000 electrons were followed in each case. If 4 eV is the total energy, measured relative to an electron at rest far from the ion, σ = 2.82 nm. If 4 eV is the kinetic energy at the centre, σ = 2.22 nm. The corresponding value without the ion is √7.525 = 2.74 nm, so the changes are roughly +2 to +3% and −19 to −20%. With 15,000 electrons, the sampling error of each simulated σ is about 0.3%, so the size of the small increase is only roughly determined.

The first case shows that an attractive force need not narrow the distribution when the total energy is held fixed; the cause of the small increase was not isolated. In the second case the total energy is only 4 − 0.96 = 3.04 eV. The field-free formula with this starting energy gives

σ = √[1.111(3.04^1.5 − 1)] = 2.19 nm,

or 2.13 nm after the variance is lowered by the correction of Section 5, here (0.44 + 0.25)/3 = 0.23 nm². This is 3 to 4% below the simulated value. In these two cases, then, the definition of the starting energy matters more than the remaining effect of the force.

Other changes were sized with the remaining parameters held fixed:

- Capture at 0.5 eV instead of 1 eV raises σ by 4.5%, to 2.9 nm.
- For sources spread evenly through a 30 nm film, 7.4% of the Gaussian lies outside the film. This measures the importance of the surfaces; it is not an escape probability, since reflection and escape were not modelled.
- At 300 K the thermal occupation of a 0.2 eV vibration is 0.00044, so absorption of these quanta is negligible. Softer vibrations are not covered by this estimate.
- At 1 eV the free-electron wave number times λ is 2.6. Treating the electron as a particle between collisions requires this product to be well above one, so the picture is marginal near capture. The resulting error in σ has not been calculated.

The numerical output below lists the main values.

Computed values

```
Start energy: 4 eV
Final capture energy: 1 eV
Transport mean free path at 1 eV: 0.5 nm
Energy loss per path at 1 eV: 0.2 eV/nm
Power of mean free path: 0.25
Inverse power of energy loss per path: 0.25
Mean free path at 4 eV: 0.7071 nm
Loss per path at 4 eV: 0.1414 eV/nm
Speed at 4 eV, free mass: 1.186 nm/fs
Diffusivity at 4 eV: 0.2796 nm^2/fs
Loss rate at 4 eV: 0.1678 eV/fs
Mean free path at 1 eV: 0.5 nm
Loss per path at 1 eV: 0.2 eV/nm
Speed at 1 eV, free mass: 0.5931 nm/fs
Diffusivity at 1 eV: 0.09885 nm^2/fs
Loss rate at 1 eV: 0.1186 eV/fs
Path length: 18.63 nm
Slowing time: 20.55 fs
Age: 3.889 nm^2
Axial variance: 7.778 nm^2
Axial standard deviation: 2.789 nm
Full width at half maximum: 6.567 nm
Root-mean-square radius: 4.83 nm
Finite-volume axial variance: 7.78 nm^2
Largest profile error / central density: 0.097 %
Transport-moment axial variance: 7.525 nm^2
Continuous-flight Monte Carlo variance: 7.5 nm^2
Variance change from initial flight: -3.25 %
Same change, mean free path / 10: -0.322 %
Capture mean free path: 50 nm
Survival to final energy: 68.9 %
Axial variance of all captured: 6.555 nm^2
Excess kurtosis of all captured: 0.342
Vibrational quantum: 0.2 eV
Number of quanta lost: 15
Discrete-loss axial variance: 7.943 nm^2
Discrete-loss Monte Carlo variance: 7.9 nm^2
Discrete-loss excess kurtosis, formula: 0.371
Discrete-loss excess kurtosis, sampled: 0.4
Gaussian fraction beyond 3 sigma radius: 2.93 %
Discrete-loss fraction beyond 3 sigma radius: 4.27 %
Relative permittivity: 3
Ion softening length: 0.5 nm
Ion potential depth at centre: 0.96 eV
Sigma with ion, 4 eV total energy: 2.82 nm
Sigma with ion, 4 eV kinetic at centre: 2.22 nm
Sigma if captured at 0.5 eV: 2.915 nm
Film thickness: 30 nm
Gaussian fraction ending outside film: 7.42 %
Phonon occupation at 300 K: 0.000437
Wave number times mean free path at 1 eV: 2.56
```
